Composition noise from randomly placed clusters in a metal-oxide resist

**Problem**

A metal-oxide resist film is made of molecular clusters, each holding several metal atoms. The mean cluster density is ρ = 1.0 nm⁻³. Consider cubes of edge L = 10 nm inside the film, and suppose that the clusters were placed independently of one another when the film was formed.

(a) By what fraction does the number of clusters vary from one such cube to another, before any light has reached the film? How does this fraction change with the size of the cube?

(b) Each cluster carries 12 metal atoms. Is the relative noise of the metal content smaller than that of the cluster number, since there are more atoms to count?

(c) Two clusters cannot occupy the same place. What does this do to the estimate?

(d) The film is exposed to 30 mJ/cm² at a wavelength of 13.5 nm, and each cluster has an absorption cross-section of 0.02 nm². How does the composition noise combine with the photon noise?

The parameters are round model values and do not describe a particular material. Lengths are in nanometres, the natural unit for this problem.

**What is being estimated**

Let N be the number of clusters whose centres lie in a given cube. Its mean over many equivalent cubes is

N̄ = ρL³ = 1.0 nm⁻³ × (10 nm)³ = 1000.

The number 1000 has to be read as this mean. If every cube held the same 1000 clusters, there would be no number noise to estimate. The composition noise is defined as the standard deviation of N relative to its mean:

δ = σ_N / N̄.

**Solution of (a): independent clusters**

Let the film have volume V and contain K clusters, so that ρ = K/V. Independent placement means that each centre is equally likely to be anywhere in the film, whatever the positions of the others. The probability that a given centre falls in the cube is then the volume fraction

f = L³/V.

For cluster k, define I_k = 1 if its centre is in the cube and I_k = 0 if it is not. The cluster number is the sum

N = I₁ + I₂ + … + I_K.

The mean of I_k is f. Since I_k takes the values 0 and 1, I_k² = I_k, and the mean of I_k² is also f. The variance of one term is therefore

Var I_k = f − f² = f(1 − f).

The variances of independent quantities add, which gives

N̄ = Kf,

Var N = Kf(1 − f) = N̄(1 − f).

Taking the square root and dividing by N̄,

δ = √[N̄(1 − f)] / N̄ = √[(1 − f)/N̄].

A resist film is far larger than one 10 nm cube, so f → 0 and

δ = 1/√N̄.

For the cube in question, σ_N = √1000 = 31.6 clusters and

δ = 31.6/1000 = 0.032, or about 3.2 percent.

The factor 1 − f expresses the fixed total number of clusters in the film. Its effect is plain in a film that consists of just two cubes. Then f = 1/2, and a cluster missing from one cube must be in the other. With N̄ = 1000 the formula gives √(0.5/1000) = 2.24 percent, and counting randomly placed clusters gives the same value. In a film of 40 × 40 × 20 nm, f = 0.03125 and the formula gives 3.11 percent, against 3.12 percent from random placement. A film of this size is already close to the large-film limit.

**How the counts are distributed**

The probability of finding n clusters in the cube is binomial:

P(n) = [K!/(n!(K − n)!)] fⁿ (1 − f)^(K−n).

Let K grow at fixed N̄, so that f = N̄/K. Three factors then have simple limits for a given n:

K!/[(K − n)! Kⁿ] → 1,

(1 − N̄/K)^K → exp(−N̄),

(1 − N̄/K)^(−n) → 1.

The first holds because the ratio is a product of n factors, each of which tends to 1. Together they give the Poisson distribution

P(n) = N̄ⁿ exp(−N̄)/n!.

Whole numbers within one standard deviation of 1000 run from 969 to 1031. The Poisson distribution puts 68.1 percent of cubes in this range, so nearly one cube in three deviates from the mean by more than one standard deviation. The noise is a typical deviation and not a bound.

Two separate cubes of equal size can also be compared with each other. One cluster cannot be in both, so the product of its two indicators is zero and their covariance is 0 − f² = −f². Summed over all clusters, the covariance of the two counts is −Kf². Hence

Var(N₁ − N₂) = 2Kf(1 − f) + 2Kf² = 2Kf = 2N̄.

The typical difference between two cubes is √(2N̄), which is larger by √2 than the typical deviation of one cube from the mean in a large film.

**Dependence on the size of the cube**

Inserting N̄ = ρL³ into the large-film result gives

δ = ρ^(−1/2) L^(−3/2).

Halving the edge divides the mean number by 8 and multiplies the noise by √8. A 5 nm cube holds 125 clusters on average and has a noise of 1/√125 = 8.94 percent. A 20 nm cube holds 8000 and has a noise of 1/√8000 = 1.12 percent. A composition noise therefore has a meaning only together with the volume over which the composition is averaged.

**Solution of (b): clusters, not atoms, are the independent units**

Let each cluster carry m metal atoms, and first assign each cluster as a whole to the cube that contains its centre. The number of metal atoms in the cube is T = mN. Its mean is mN̄ and its standard deviation is mσ_N, so

σ_T/T̄ = mσ_N/(mN̄) = σ_N/N̄ = δ.

The factor m cancels. If the 12 × 1000 = 12000 atoms had been placed independently, the noise would have been 1/√12000 = 0.91 percent. They were not: the atoms of one cluster arrive together or not at all. Binding them into clusters multiplies the variance of the atom number by m, from mN̄ to m²N̄.

The same argument works one level higher. If the clusters themselves arrive in tight groups, all of the same size g, the independent units are the groups. Their mean number is N̄/g, and the noise becomes √(g/N̄). Aggregation thus raises the noise above the value found in (a).

A cluster near a face of the cube may have some atoms inside and some outside. To see how much this matters, let all clusters have the same shape and orientation, with atom i displaced from the centre by the vector d_i. Let w(x) be the number of atoms inside the cube when the centre is at x. The atom number is the sum of w over all clusters. For K independent centres,

Var T = K [⟨w²⟩ − ⟨w⟩²],

where the averages are over the position of one centre in the film. Ignoring clusters cut by the outer surface of the film, ⟨w²⟩ = (1/V)∫w² d³x and ⟨w⟩ = mL³/V. With K = ρV this becomes

Var T = ρ ∫w² d³x − ρ(mL³)²/V.

The last term vanishes for a large film. In the first, write w as a sum over atoms, with χ = 1 inside the cube and χ = 0 outside:

w(x) = Σ_i χ(x + d_i),

∫w² d³x = Σ_i Σ_j ∫χ(x + d_i) χ(x + d_j) d³x.

Each integral is the common volume of two equal cubes shifted relative to each other by d_i − d_j. Along axis k the common length is L − |d_ij,k|, where d_ij,k is the k-th component of that shift, provided the shift is shorter than L. Therefore

Var T = ρ Σ_i Σ_j Π_k (L − |d_ij,k|).

Division by T̄² = (mρL³)² gives the relative variance

(σ_T/T̄)² = (1/N̄)(1/m²) Σ_i Σ_j Π_k (1 − |d_ij,k|/L).

If the cluster is much smaller than the cube, every product is close to 1, the double sum is close to m², and the result returns to 1/N̄. The leading correction is of the order of the cluster size divided by L. It is negative because no product exceeds 1: a cut cluster contributes part of its atoms, which softens the step between counted and not counted.

For 12 atoms at the corners of an icosahedron of radius 0.3 nm, the formula gives 3.07 percent, and counting the atoms of randomly placed clusters gives 3.06 percent. Cutting the clusters changes the estimate of 3.16 percent only slightly. Treating the atoms as independent would change it by more than a factor of three.

**Solution of (c): clusters that exclude one another**

Independent placement allows two clusters to overlap, which real clusters cannot do. A simple model shows the direction of the error. Divide the film into M cells, each able to hold at most one cluster, and let the cube consist of n whole cells. K cells are filled, and all ways of choosing them are equally likely. The filled fraction is

p = K/M.

Let s_j be 1 if cell j is filled and 0 if it is empty. Its mean is p and its variance is p(1 − p), as for the indicators in (a). The cells are not independent, however, because the total number of filled cells is fixed. By symmetry every pair of different cells has the same covariance c. The sum of s_j over the whole film is always K and has no variance:

0 = Mp(1 − p) + M(M − 1)c.

This determines the covariance:

c = −p(1 − p)/(M − 1).

The variance of the number in the cube contains n single-cell terms and n(n − 1) pair terms:

Var N = np(1 − p) + n(n − 1)c

= np(1 − p)[1 − (n − 1)/(M − 1)]

= np(1 − p)(M − n)/(M − 1).

For a film much larger than the cube the last fraction tends to 1. Since N̄ = np,

Var N = N̄(1 − p),

δ = √[(1 − p)/N̄].

When p is small, clusters rarely compete for a cell and the independent result 1/√N̄ returns. As p grows, the noise falls, since a filled cell cannot take a second cluster. At p = 1 every cell is filled and the noise vanishes. That last limit depends on the cube being made of whole cells. If its faces cut through cells, clusters near the faces could still fall on either side.

Take cells of 0.5 nm³, shaped so that whole cells tile the cube (cubic cells of this volume would not, since 10 nm is 12.6 cell edges). The cube has 2000 of them, and 1000 clusters fill half, so p = 0.50 and

δ = √(0.50/1000) = 2.24 percent.

This equals the value for the two-cube film because both variances happen to be halved, though for different reasons. In the film of two cubes the total number is limited; here the occupation of each cell is limited.

The 3.2 percent is thus the value for independent placement. Exclusion lowers it in this model, and aggregation raises it. The model shows the direction of the exclusion effect, but not its size in a real film. A cluster here blocks only its own cell, whereas a hard sphere keeps the centres of equal spheres out of a volume eight times its own. In a disordered film of hard spheres that fill half the volume, the noise can therefore be far below 2.24 percent. Exclusion is not a small correction at the density used here: spheres of radius 0.3 nm already fill 0.113 of the volume, and each excludes 8 × 0.113 = 0.90 nm³, nearly the whole volume of 1.0 nm³ per cluster. The 3.2 percent is a reference value for independent placement, not an estimate for a dense film. For a given resist, the answer depends on how the cluster positions are correlated, which the mean density alone does not tell.

**Solution of (d): adding the photons**

The energy of one photon of 13.5 nm wavelength is hc/λ = 91.84 eV. The dose of 30 mJ/cm² equals 300 J/m², or 3.0 × 10⁻¹⁶ J/nm². The photon fluence is therefore

F = 3.0 × 10⁻¹⁶ J/nm² / (91.84 × 1.602 × 10⁻¹⁹ J) = 20.39 nm⁻².

The mean number of photons absorbed per cluster is the fluence times the cross-section:

a = 20.39 nm⁻² × 0.02 nm² = 0.408.

Assume that the fluence is uniform through the cube and that absorption does not saturate. For a cube with N clusters, the number A of absorbed photons is then taken to be Poisson distributed with mean aN and variance aN. The mean of A² at given N is the variance plus the squared mean, aN + a²N². Averaging over cubes,

⟨A²⟩ = aN̄ + a²⟨N²⟩.

Subtracting the square of the overall mean Ā = aN̄ gives

Var A = aN̄ + a²(⟨N²⟩ − N̄²) = aN̄ + a² Var N.

With Var N = N̄ for independent clusters in a large film, division by (aN̄)² gives

Var A/Ā² = 1/(aN̄) + 1/N̄.

The first term is the photon noise at the mean composition, and the second is δ². They add as squares. Here Ā = 407.8, so the photon noise alone is 1/√407.8 = 4.95 percent, and together

√(1/407.8 + 1/1000) = 5.88 percent.

Photon noise is the larger part here because a is below 1; the two terms are equal at a = 1. A higher dose reduces the first term but leaves the second unchanged. Within this linear model, the relative noise of the absorbed photon number cannot fall below δ, however large the dose.

The assumption of uniform fluence is approximate. The optical depth of the cube is 0.02 nm² × 1.0 nm⁻³ × 10 nm = 0.20, so the fluence at the bottom is exp(−0.20) of that at the top. The mean fluence in the cube is (1 − exp(−0.20))/0.20 of the top value, which is lower by roughly 10 percent. For a cube at the top of the film the mean absorbed number falls to about 370 and the photon noise rises to 5.2 percent. Attenuation also weakens the composition term, because extra clusters shadow those below them: the absorbed number goes as 1 − exp(−0.20 N/N̄), whose relative change is 0.20 exp(−0.20)/(1 − exp(−0.20)) = 0.90 times that of N. The high-dose floor is then about 2.9 percent, slightly below δ, and the total for this cube is still about 6 percent. A cube lying 10 nm deeper receives exp(−0.20) of the dose and absorbs about 303 photons, and its total noise is between 6.4 and 6.5 percent.

**A few cases**

All rows use a mean density of 1.0 nm⁻³ and a film much larger than the cube.

| Case | Mean count | Relative noise |
|---|---|---|
| Clusters, 5 nm cube | 125 | 8.94 % |
| Clusters, 10 nm cube | 1000 | 3.16 % |
| Clusters, 20 nm cube | 8000 | 1.12 % |
| Metal atoms in cut clusters, 10 nm | 12000 | 3.07 % |
| Clusters in half-filled cells, 10 nm | 1000 | 2.24 % |
| Absorbed photons, 10 nm cube | 408 | 5.88 % |

The second row answers the original question. The last row includes the composition noise of independently placed clusters. None of these values is yet an error in the width of a printed line: that also depends on how the resist chemistry and the development step respond to local composition and absorbed energy. The numerical output below lists the inputs and the comparisons with random placement.

Computed values

```
Cube edge: 10.0 nm
Cluster density: 1.0 per nm^3
Mean cluster number: 1000
Standard deviation, large film: 31.62 clusters
Composition noise, large film: 3.16 percent
Simulated film: 40 x 40 x 20 nm, 32000 clusters
Cube fraction of simulated film: 0.03125
Noise in this film, formula: 3.11 percent
Noise in this film, simulation: 3.12 percent
Two-cube film, formula: 2.24 percent
Two-cube film, simulation: 2.24 percent
One-deviation range of counts: 969 to 1031
Share of cubes in range, Poisson: 68.1 percent
Share in range, simulated film: 68.8 percent
5 nm cube, mean number: 125
5 nm cube, noise, large film: 8.94 percent
5 nm cube, finite-film formula: 8.93 percent
5 nm cube, simulation: 8.94 percent
20 nm cube, mean number: 8000
20 nm cube, noise, large film: 1.12 percent
Metal atoms per cluster: 12
Cluster radius: 0.3 nm
Mean metal atoms in cube: 12000
Wrong independent-atom noise: 0.91 percent
Metal noise, cut clusters, formula: 3.07 percent
Metal noise, simulation: 3.06 percent
Exclusion cell volume: 0.5 nm^3
Cells in cube: 2000
Filled fraction of cells: 0.50
Noise with exclusion, large film: 2.24 percent
Dose: 30 mJ/cm^2
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Photon fluence: 20.39 per nm^2
Cross-section per cluster: 0.02 nm^2
Optical depth of cube: 0.20
Mean absorbed photons per cluster: 0.408
Mean absorbed photons in cube: 407.8
Photon noise alone: 4.95 percent
Photon and composition noise: 5.88 percent
```
